# One Permittivity from Dipole Fluctuations under Conducting and Vacuum Ewald Boundaries

Let a cubic cell of volume $V$ contain $N$ rigid point dipoles $\boldsymbol\mu_i$, each of magnitude $\mu$, in classical equilibrium at temperature $T$. The cell is repeated periodically in all three directions. Its total dipole is $\mathbf M=\sum_i\boldsymbol\mu_i$, its polarization is $\mathbf P=\mathbf M/V$, and its fluctuations are measured by the dimensionless number

$$x=\frac{\langle M^2\rangle}{3\varepsilon_0VkT}.$$

SI units are used. The medium is isotropic, or cubic with inversion symmetry, is not ferroelectric, is away from any critical point, and has $\langle\mathbf M\rangle=0$ without a field. The dipoles have no electronic polarizability. For molecules made of point charges, $\mathbf M$ must be summed over whole molecules, since cutting a molecule at a cell face would change $\mathbf M$ by a charge times a cell edge. The relative permittivity $\varepsilon$ is defined by the material law

$$\langle\mathbf P\rangle=\varepsilon_0(\varepsilon-1)\mathbf E ,$$

where $\mathbf E$ is the macroscopic field, that is, the field averaged over a cell, with the contribution of the dipoles included.

The electrostatic energy of an infinite periodic array of dipoles is a conditionally convergent sum, so it has no value until the order of summation and the surroundings are given. Take the replicas to fill a large sphere of radius $R$, and let the sphere be embedded in a medium of relative permittivity $\varepsilon'$. The conducting boundary is $\varepsilon'\to\infty$, and the vacuum boundary is $\varepsilon'=1$. For $N\to\infty$ the two variances will be shown to be

$$x_c=\varepsilon-1,\qquad x_v=\frac{3(\varepsilon-1)}{\varepsilon+2},$$

with the same $\varepsilon$ in both.

The first task is the energy that the boundary contributes. All replicas carry the same $\mathbf M$, so on the large scale the sphere is uniformly polarized. With $\mathbf P$ along $z$, try a uniform field $E$ inside and a dipole potential outside:

$$\phi_{\rm in}=-Er\cos\theta,\qquad \phi_{\rm out}=\frac{B\cos\theta}{r^2}.$$

Continuity of the potential at $r=R$ gives $B=-ER^3$. The normal component of the displacement is $(\varepsilon_0E+P)\cos\theta$ just inside. Just outside it is

$$-\varepsilon_0\varepsilon'\frac{\partial\phi_{\rm out}}{\partial r}=\frac{2\varepsilon_0\varepsilon'B\cos\theta}{R^3}=-2\varepsilon_0\varepsilon'E\cos\theta .$$

Equating the two expressions yields

$$\mathbf E=-\frac{\mathbf P}{\varepsilon_0(2\varepsilon'+1)} .$$

The minus sign says that the surface charge opposes the polarization. A conductor cancels this charge and leaves $\mathbf E=0$; vacuum leaves the depolarizing field $-\mathbf P/(3\varepsilon_0)$.

Deep inside the sphere, the microscopic field for any $\varepsilon'$ is the field for the conducting boundary plus this uniform field, because the sources inside are the same and the surface is far away. The added field is proportional to $\mathbf M$. Building up the cell dipole from zero against it costs, per cell,

$$-\int_0^{\mathbf M}\mathbf E(\mathbf M_1)\cdot d\mathbf M_1=\frac{1}{\varepsilon_0(2\varepsilon'+1)V}\int_0^M M_1\,dM_1 ,$$

and therefore

$$U_{\varepsilon'}=U_c+\frac{M^2}{2\varepsilon_0(2\varepsilon'+1)V},\qquad U_v=U_c+\frac{M^2}{6\varepsilon_0V}.$$

There is a microscopic check on the vacuum term. Write the energy of a pair, replicas included, as $\boldsymbol\mu_i\cdot\mathsf T\cdot\boldsymbol\mu_j/(4\pi\varepsilon_0)$. For the conducting boundary $\mathsf T_c=-\nabla\nabla\psi$, where $\psi$ is the periodic potential of a unit charge with a neutralizing background,

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf n}\delta(\mathbf r-\mathbf n)-\frac1V\Big],$$

and $\mathbf n$ runs over the lattice of cells. Away from the charges, $\mathrm{tr}\,\mathsf T_c=-\nabla^2\psi=-4\pi/V$. In a spherical sum in vacuum, on the other hand, every term has the form $(\mathsf 1-3\hat{\mathbf r}\hat{\mathbf r})/r^3$ and is traceless. The energy $M^2/(6\varepsilon_0V)$ adds $4\pi\,\mathsf 1/(3V)$ to each pair tensor, whose trace $+4\pi/V$ restores zero. The full tensors were also compared, by summing replicas directly inside a sphere 30 cell lengths in radius. For three pair separations the sum agreed with the Ewald tensor plus the surface term to about $10^{-6}$ of the surface term.

Since the two energies differ by a function of $\mathbf M$ alone, the probability densities of the cell dipole are related at any $N$ by

$$p_{\varepsilon'}(\mathbf M)\propto p_c(\mathbf M)\exp\left[-\frac{M^2}{2\varepsilon_0(2\varepsilon'+1)VkT}\right].$$

A vacuum boundary thus suppresses large cell dipoles. The surface term couples each pair of dipoles with a strength of order $1/V$, which is negligible for a single pair. There are of order $N^2$ pairs, however, and their combined effect on $\langle M^2\rangle$ is of the same order, $N$, as $\langle M^2\rangle$ itself.

Now consider the conducting boundary in a weak imposed field $E$ along $z$, which adds $-M_zE$ to the energy. The surface contributes no field, so $E$ is the macroscopic field. The average is

$$\langle M_z\rangle_E=\frac{\langle M_ze^{M_zE/kT}\rangle_c}{\langle e^{M_zE/kT}\rangle_c}.$$

To first order in $E$ the numerator is $\langle M_z^2\rangle_cE/kT$, because $\langle M_z\rangle_c=0$, and for the same reason the denominator is 1. By symmetry $\langle M_z^2\rangle_c=\langle M^2\rangle_c/3$, so that

$$\langle P\rangle=\frac{\langle M^2\rangle_c}{3VkT}E=\varepsilon_0x_cE .$$

Comparison with the material law gives $x_c=\varepsilon-1$. In a finite cell this $\varepsilon$ is the permittivity of the periodic cell, which tends to the bulk value as the cell grows.

To pass to another boundary, the shape of $p_c$ is needed. The conducting boundary leaves no macroscopic field and no surface energy. For a large cell away from a critical point, the free energy at fixed polarization is then taken to be extensive, so $p_c\propto\exp[-Vf(\mathbf M/V)]$, where $kTf$ is a free-energy density. Symmetry removes the odd terms of its expansion and makes the quadratic term isotropic:

$$Vf=Vf_0+\frac{f_2M^2}{2V}+O\!\left(\frac{M^4}{V^3}\right).$$

Typical values of $M^2$ are of order $V$. The quadratic term is then of order one and the quartic term of order $1/V$. For $f_2>0$ the distribution therefore becomes Gaussian. Its variance per Cartesian component is $\langle M^2\rangle_c/3=\varepsilon_0VkT\,x_c$, so

$$p_c(\mathbf M)\propto\exp\left[-\frac{M^2}{2\varepsilon_0VkT}\,\frac1{x_c}\right].$$

Multiplication by the surface factor adds the coefficients of $M^2$ in the exponent, and the result is again Gaussian:

$$\frac1{x(\varepsilon')}=\frac1{\varepsilon-1}+\frac1{2\varepsilon'+1}=\frac{2\varepsilon'+\varepsilon}{(\varepsilon-1)(2\varepsilon'+1)} .$$

Inversion gives

$$x(\varepsilon')=\frac{(\varepsilon-1)(2\varepsilon'+1)}{2\varepsilon'+\varepsilon},$$

and $\varepsilon'=1$ gives $x_v=3(\varepsilon-1)/(\varepsilon+2)$. The relation between the two variances is simply

$$\frac1{x_v}-\frac1{x_c}=\frac13 .$$

The material does not appear on the right-hand side. The difference belongs to the surface, and what remains after its removal belongs to the bulk.

The same conclusion follows from the response of the vacuum-bounded sphere. Let $E_0$ be the field that would exist without the sphere. It enters the energy as $-M_zE_0$, and the differentiation used above, now with vacuum averages, gives $\langle P\rangle=\varepsilon_0x_vE_0$. The macroscopic field inside is not $E_0$, because the surface charge contributes:

$$E=E_0-\frac{\langle P\rangle}{3\varepsilon_0}=E_0\left(1-\frac{x_v}{3}\right).$$

That the material law is unchanged can be seen from the free energy. In a large cell the mean polarization minimizes $kTf(P)+P^2/(6\varepsilon_0)-PE_0$, which requires

$$kTf'(P)=E_0-\frac{P}{3\varepsilon_0}=E .$$

For the conducting boundary the condition is likewise $kTf'(P)=E$, with the same function $f$. Hence $\langle P\rangle=\varepsilon_0(\varepsilon-1)E$ holds in both cases, and

$$x_vE_0=(\varepsilon-1)E_0\left(1-\frac{x_v}3\right)\quad\Longrightarrow\quad \varepsilon-1=\frac{x_v}{1-x_v/3}.$$

Collecting the terms in $x_v$ gives $x_v[1+(\varepsilon-1)/3]=\varepsilon-1$, which is the earlier formula. In this reading the two variances are responses to two different fields: $x_c$ refers to the macroscopic field and $x_v$ to the external one.

For a weakly polar medium the distinction fades, since $x_v\approx(\varepsilon-1)-(\varepsilon-1)^2/3$. For large $\varepsilon$ the conducting variance grows without limit while $x_v$ approaches 3. The surface energy then controls the vacuum fluctuations, and little information about the material is left in them. To see how little, differentiate the logarithm of $\varepsilon-1=x_v/(1-x_v/3)$:

$$\frac{d(\varepsilon-1)}{\varepsilon-1}=\left[\frac1{x_v}+\frac{1/3}{1-x_v/3}\right]dx_v=\frac1{1-x_v/3}\,\frac{dx_v}{x_v}=\frac{\varepsilon+2}{3}\,\frac{dx_v}{x_v}.$$

The last step uses $1-x_v/3=3/(\varepsilon+2)$. At $\varepsilon=80$ one has $x_c=79$ and $x_v=2.890$, and small relative errors are multiplied by 27.3. If $x_v$ is 1 % too high, the inferred permittivity is about 109. This exceeds the linear estimate because the denominator $3-x_v$ itself shrinks from 0.110 to 0.081. Under the conducting boundary, a 1 % error in $x_c$ remains a 1 % error in $\varepsilon-1$.

The reciprocal law relies on a Gaussian distribution, so its finite-size error deserves an estimate. A solvable case is $N$ free unit rotors $\mathbf u_i$, with $\mathbf M=\sum_i\mathbf u_i$ and an added weight $e^{-\gamma M^2/2}$. The Gaussian identity

$$e^{-\gamma M^2/2}=\int\frac{d^3q}{(2\pi\gamma)^{3/2}}\,e^{-q^2/2\gamma}e^{i\mathbf q\cdot\mathbf M}$$

separates the rotors, and each contributes $\frac12\int_{-1}^1e^{iqc}dc=\sin q/q$. The normalization is therefore

$$Z(\gamma)=\int\frac{d^3q}{(2\pi\gamma)^{3/2}}\,e^{-q^2/2\gamma}\left(\frac{\sin q}{q}\right)^N .$$

Since $\langle M^2\rangle=-2\,d\ln Z/d\gamma$,

$$\langle M^2\rangle=\frac3\gamma-\frac{[q^2]}{\gamma^2},$$

where the square bracket is the average over the integrand of $Z$. Expand $\ln(\sin q/q)=-q^2/6-q^4/180-\dots$. The quadratic part leaves a Gaussian in $\mathbf q$ with variance $s$ per component, where $1/s=1/\gamma+N/3$. Its moments are $3s$, $15s^2$ and $105s^3$ for $q^2$, $q^4$ and $q^6$. To first order in the quartic part,

$$[q^2]=3s-\frac N{180}\left(105s^3-3s\cdot15s^2\right)=3s-\frac{Ns^3}{3}.$$

Let $g=N\gamma/3$, the ratio of the added Gaussian coefficient $\gamma$ to the original one, $3/N$. Then $s=\gamma/(1+g)$, and

$$\langle M^2\rangle=\frac3\gamma\,\frac g{1+g}+\frac{N\gamma}{3(1+g)^3}=\frac N{1+g}+\frac g{(1+g)^3}.$$

The first term is the reciprocal law. The second, relative to the first, is $g/[N(1+g)^2]$ to leading order. For $g=1$ this predicts a deviation of $0.25/N$. Numerical integration gives $0.2516/N$ at $N=64$ and $0.2501/N$ at $N=1024$. Interactions change the coefficient, so for an interacting system this result serves as a guide to the order of magnitude.

The correlation factor of the cell is

$$G=\frac{\langle M^2\rangle}{N\mu^2}=1+\frac1{N\mu^2}\sum_{i\ne j}\langle\boldsymbol\mu_i\cdot\boldsymbol\mu_j\rangle .$$

With the dipole strength $y=N\mu^2/(9\varepsilon_0VkT)$, the definition of $x$ gives $G=x/(3y)$. Hence

$$G_c=\frac{\varepsilon-1}{3y},\qquad G_v=\frac{\varepsilon-1}{y(\varepsilon+2)} .$$

If the sphere is surrounded by its own medium, $\varepsilon'=\varepsilon$, then $x=(\varepsilon-1)(2\varepsilon+1)/(3\varepsilon)$, and the Kirkwood–Fröhlich relation results:

$$g_K=\frac{(\varepsilon-1)(2\varepsilon+1)}{9\varepsilon y}.$$

These are three correlation factors of one material. A value of $G$ has a meaning for the alignment of dipoles when its boundary is stated.

As an example, take a model with round parameters: $4\times4\times4$ freely rotating point dipoles on a simple cubic lattice, with $\mu=5\times10^{-30}$ C m, lattice constant 0.45 nm and $T=300$ K. The cell volume is 5.832 nm³ and $kT=4.142\times10^{-21}$ J, so $y=0.831$ and

$$x=\frac{\mu^2}{3\varepsilon_0VkT}\,\frac{\langle M^2\rangle}{\mu^2}=0.03896\,\frac{\langle M^2\rangle}{\mu^2}.$$

The two boundaries were sampled separately by Monte Carlo, each dipole in turn being redrawn from its Boltzmann distribution in the local field. Each run had 500 independent chains, and their scatter gives the standard errors quoted here. The results were

$$\frac{\langle M^2\rangle_c}{\mu^2}=103.5\pm0.4,\qquad\frac{\langle M^2\rangle_v}{\mu^2}=44.4\pm0.1 .$$

The variances differ by a factor of 2.33. Multiplication by the coefficient 0.03896, with unrounded values throughout, gives $x_c=4.031$ and $x_v=1.728$, and therefore

$$\varepsilon=1+4.031=5.03\pm0.01\quad\text{(conducting)},$$

$$\varepsilon=1+\frac{1.728}{1-0.576}=5.08\pm0.03\quad\text{(vacuum)}.$$

The difference is about 1.4 combined standard errors. The vacuum result has the larger error although $x_v$ has the smaller one. The relative error of $x_v$ is 0.30 %, against 0.35 % for $x_c$, and the amplification factor $(\varepsilon+2)/3=2.34$ turns it into 0.7 % of $\varepsilon-1$. For absolute errors the factor is $[(\varepsilon+2)/3]^2\approx5.5$. Inserting the vacuum variance into the conducting formula would give 2.73, which is not the permittivity of this model.

The relation between $p_c$ and $p_v$ can be tested without the Gaussian step. Reweighting the conducting samples with the exponential surface factor gives $\langle M^2\rangle_v/\mu^2=44.3\pm0.2$, in agreement with the separate vacuum run. Both calculations take the same surface term as input, so this checks the sampling and the reweighting; the size of the term itself was checked by the spherical sum.

The definition of $\varepsilon$ was applied directly in two further runs with a field. For a field of strength $\mu E/kT=0.15$, or $1.24\times10^8$ V/m, the conducting cell had $\langle M_z\rangle/\mu=5.24$. Since $P/(\varepsilon_0E)=[\mu^2/(\varepsilon_0VkT)](\langle M_z\rangle/\mu)/(\mu E/kT)$,

$$\varepsilon-1=3(0.03896)\frac{5.238}{0.15}=4.08,\qquad\varepsilon=5.08\pm0.03 .$$

In the vacuum run the applied field was twice as large, and $\langle M_z\rangle/\mu=4.43$. This gives $P/(\varepsilon_0E_0)=1.727$, close to the fluctuation value $x_v=1.728$. The macroscopic field is the fraction $1-1.727/3=0.424$ of the applied one, so $\varepsilon=1+1.727/0.424=5.07\pm0.04$. Three of the four estimates lie near 5.08 and the conducting variance lies slightly lower. The weighted mean of the three is $5.08\pm0.02$, so the gap is about two combined standard errors. That mean combines estimates with different finite-cell biases and is not a better value of the cell permittivity than the conducting variance. For the two vacuum estimates most of the gap is expected from the finite cell: the free-rotor correction with $g=x_c/3=1.34$ raises $x_v$ by about 0.4 %, which the conversion amplifies to about 0.04 in $\varepsilon$. The reweighted value 44.33 shows a shift of this size within one set of samples, since it converts to $\varepsilon=5.07$ against 5.03. The conducting field run needs no such conversion. To linear order in the field it must agree with the conducting variance at any $N$, and saturation at a finite field lowers the response slightly, so its upward deviation is statistical.

The correlation factors are $G_c=1.62$ and $G_v=0.69$. Judged by the sign of $G-1$, the dipoles are on average aligned under one boundary and opposed under the other. Yet the change in the mean $\langle\cos\theta_{ij}\rangle$ per pair is just $(0.693-1.616)/63=-0.015$, a small shift on average over the pairs. With an exterior of permittivity 5.03, reweighting gives $g_K=1.190$, while the Kirkwood–Fröhlich formula gives 1.185. Both numbers come from the same samples, so their statistical errors largely move together. The 0.4 % difference has the sign and order of magnitude of the free-rotor correction, and attributing it to the finite cell is a plausible conjecture. The complete values are in the numerical output.

The argument fails where its assumptions do. Near a continuous ferroelectric transition $f_2\to0$, the quartic term can no longer be dropped at a fixed cell size, and the Gaussian conversion between boundaries becomes unreliable. In a ferroelectric phase $\langle\mathbf M\rangle$ need not vanish and the expansion about $\mathbf M=0$ is not valid. With mobile ions, $\mathbf M$ is no longer a sum over neutral molecules, and a static conductivity removes the finite static permittivity that the derivation presupposes. For polarizable molecules the induced dipoles enter the energy, $\mathbf M$ and the response, and the formulas themselves change. If the induced dipoles follow the field without thermal fluctuations of their own, the conducting result becomes $x_c=\varepsilon-\varepsilon_\infty$, where $x_c$ is formed from the total cell dipole, permanent plus induced, and $\varepsilon_\infty$ is the permittivity with the molecules held fixed.

## Values computed for the example and the checks

```
dipole moment mu = 5.00e-30 C m
lattice constant a = 0.45 nm
temperature = 300 K, dipoles N = 64
cell volume = 5.8320 nm^3
thermal energy kT = 4.1419e-21 J
coupling mu^2/(4 pi eps0 a^3 kT) = 0.5953
dipole strength y = 0.8312
x per unit <M^2>/mu^2 = 0.038963
chains = 500, recorded sweeps per zero-field run = 150
spherical sum vs Ewald + surface term, max rel. error = 1.1e-06
conducting tensor trace * V/(4 pi) = -1.00000000
<M^2>/mu^2 conducting = 103.45 +- 0.37
<M^2>/mu^2 vacuum = 44.36 +- 0.13
<M^2>/mu^2 vacuum by reweighting = 44.33 +- 0.15
variance ratio conducting/vacuum = 2.332
x conducting = 4.0306 +- 0.0143
x vacuum = 1.7283 +- 0.0052
1/x_vacuum - 1/x_conducting = 0.3305
eps from conducting variance = 5.031 +- 0.014
eps from vacuum variance = 5.077 +- 0.029
wrong pairing: 1 + x_vacuum = 2.728
field in conducting run = 1.243e+08 V/m (mu E/kT = 0.15)
applied field in vacuum run = 2.485e+08 V/m (mu E0/kT = 0.30)
<M_z>/mu in field, conducting = 5.238 +- 0.040
<M_z>/mu in field, vacuum = 4.433 +- 0.017
P/(eps0 E0) vacuum run = 1.7270
macroscopic/applied field in vacuum sphere = 0.4243
eps from field response, conducting = 5.082 +- 0.031
eps from field response, vacuum = 5.070 +- 0.037
G conducting = 1.6164
G vacuum = 0.6931
g_K sampled with exterior eps = 1.1900 +- 0.0037
g_K from Kirkwood-Froehlich formula = 1.1847
free rotors N = 64: rel. deviation = 3.931e-03, times N = 0.2516
free rotors N = 256: rel. deviation = 9.781e-04, times N = 0.2504
free rotors N = 1024: rel. deviation = 2.442e-04, times N = 0.2501
predicted limit of N * deviation (g = 1) = 0.2500
error amplification (eps+2)/3 in this model = 2.344
eps = 80: x conducting = 79.0, x vacuum = 2.8902
eps = 80: error amplification = 27.33
eps = 80: eps inferred if x vacuum is 1 % high = 109.3
```
